# When buoyancy competes with forced flow in a vertical deposition reactor

Cold hydrogen enters the top of a deposition reactor and flows down past a hot vertical susceptor. The gas near the susceptor becomes light and tends to rise against the stream. If it succeeds, it can recirculate, hold back spent gas and spoil the abruptness of a composition change. How fast must the gas flow for buoyancy to be a small correction?

## The estimate

Let the inlet gas have speed $U$ and temperature $T_0$, and let the wall have temperature $T_w$ and heated length $L$. For an ideal gas at nearly constant pressure and composition, $\rho_0/\rho=T/T_0$. A hot parcel surrounded by cold gas feels the net upward force per unit mass

$$
g\frac{\rho_0-\rho}{\rho}=g\left(\frac{T}{T_0}-1\right).
$$

Its largest value, at the wall temperature, is

$$
a=g\frac{T_w-T_0}{T_0}.
$$

Inertial acceleration is a change of speed of order $U$ during a transit time $L/U$, so it is of order $U^2/L$. The ratio of the two is

$$
\mathrm{Ri}=\frac{a}{U^2/L}=\frac{aL}{U^2}.
$$

With the kinematic viscosity $\nu$ of the cold gas, define $\mathrm{Re}=UL/\nu$ and $\mathrm{Gr}=aL^3/\nu^2$. Then

$$
\frac{\mathrm{Gr}}{\mathrm{Re}^2}=\frac{aL^3}{\nu^2}\,\frac{\nu^2}{U^2L^2}=\frac{aL}{U^2}=\mathrm{Ri}.
$$

The viscosity cancels, as it must in a comparison of two accelerations that do not involve friction.

A parcel sent downward at speed $U$ against a constant upward acceleration $a$ obeys $u\,du/dx=-a$. Integrating from $u=U$ to $u=0$ gives $U^2/2=ax_{\rm stop}$, so

$$
\frac{x_{\rm stop}}{L}=\frac{U^2}{2aL}=\frac{1}{2\,\mathrm{Ri}}.
$$

It stops within the heated length if $\mathrm{Ri}>1/2$. This supports a threshold of order one, but a real parcel is also dragged by its neighbours and slowed by the wall. The number needs a proper calculation.

## The boundary-layer equations

Take steady laminar flow at low Mach number in a layer thin compared with $L$, beside a wide stream of uniform speed $U$. Let $x$ run downstream and $y$ away from the wall. Let $s=+1$ for an upward stream, which buoyancy aids, and $s=-1$ for a downward stream, which it opposes. The momentum equation is

$$
\rho(uu_x+vu_y)=-p_x-s\rho g+(\mu u_y)_y .
$$

Outside the layer nothing accelerates and there is no shear, so $-p_x=s\rho_0g$. A thin layer has the same streamwise pressure gradient. Substituting it leaves the force $s(\rho_0-\rho)g$; after division by $\rho$ this is $sa\theta$, where $\theta=(T-T_0)/(T_w-T_0)$.

The heating is large, so the density cannot be treated as constant. Use the density-weighted distance

$$
Y=\int_0^y\frac{\rho}{\rho_0}\,dy',\qquad
V=uY_x+\frac{\rho v}{\rho_0}.
$$

Since $\partial_y=(\rho/\rho_0)\partial_Y$ and $\partial_x|_y=\partial_x|_Y+Y_x\partial_Y$, the acceleration becomes $uu_x+Vu_Y$. The viscous term becomes

$$
\frac1\rho(\mu u_y)_y
=\frac1{\rho_0}\left(\frac{\mu\rho}{\rho_0}u_Y\right)_Y
=\nu(Cu_Y)_Y,\qquad C=\frac{\rho\mu}{\rho_0\mu_0}.
$$

For mass conservation, choose $\psi$ with $\psi_y=\rho u/\rho_0$ and $\psi_x|_y=-\rho v/\rho_0$. In the new coordinate $\psi_Y=u$ and $\psi_x|_Y=-\rho v/\rho_0-uY_x=-V$. Equality of the mixed derivatives gives $u_x+V_Y=0$. With constant heat capacity and Prandtl number $\mathrm{Pr}$, and without viscous heating, the energy equation transforms in the same way. The set is

$$
\begin{aligned}
u_x+V_Y&=0,\\
uu_x+Vu_Y&=\nu(Cu_Y)_Y+sa\theta,\\
u\theta_x+V\theta_Y&=\frac{\nu}{\mathrm{Pr}}(C\theta_Y)_Y .
\end{aligned}
$$

At the wall $u=V=0$ and $\theta=1$; far away $u=U$ and $\theta=0$. For $C=1$ these are the equations of a weakly heated fluid, although the heating need not be weak.

Now measure $x$ in units of $\ell=U^2/a$, $u$ in units of $U$, $Y$ in units of $\sqrt{\nu\ell/U}$ and $V$ in units of $\sqrt{\nu U/\ell}$. Both acceleration terms then carry the factor $U^2/\ell=a$. The viscous term carries $\nu U/(\nu\ell/U)=U^2/\ell=a$, and the buoyant term carries $a$ as well. Dividing by $a$ removes $U$, $\nu$ and $a$ from the momentum equation; the energy equation loses them in the same way. For given $\mathrm{Pr}$, $C(\theta)$ and flow direction, the scaled solution depends on streamwise position through

$$
\frac{x}{\ell}=\frac{ax}{U^2}=\mathrm{Ri}_x .
$$

This is the controlled form of the estimate. Viscosity sets the thickness of the layer, but not the downstream distance at which buoyancy matters.

## What "order one" means

Consider heat transfer with $C=1$, and define the local Nusselt number as $\mathrm{Nu}=-x\theta_Y$ at the wall.

Without buoyancy, put $\psi=\sqrt{\nu Ux}\,f(\eta)$ with $\eta=Y\sqrt{U/(\nu x)}$. Then $u=Uf'$ and $V=\tfrac12\sqrt{\nu U/x}\,(\eta f'-f)$. The terms in $\eta f'f''$ cancel in the acceleration, leaving $-U^2ff''/(2x)$, while the viscous term is $U^2f'''/x$. Treating the energy equation likewise,

$$
f'''+\tfrac12ff''=0,\qquad \theta''+\tfrac12\mathrm{Pr}\,f\theta'=0 .
$$

Hence $\mathrm{Nu}=c_f\mathrm{Re}^{1/2}$ with $c_f=-\theta'(0)$.

Without an imposed stream, buoyancy sets the speed $\sqrt{ax}$ and the thickness $\delta=(\nu^2x/a)^{1/4}$. Put $\psi=\sqrt{ax}\,\delta F(\zeta)$ with $\zeta=Y/\delta$. The two parts of the acceleration are

$$
\begin{aligned}
uu_x&=a\left(\tfrac12F'^2-\tfrac14\zeta F'F''\right),\\
Vu_Y&=a\left(-\tfrac34FF''+\tfrac14\zeta F'F''\right).
\end{aligned}
$$

Their sum balances $a(F'''+\theta)$, so

$$
F'''+\tfrac34FF''-\tfrac12F'^2+\theta=0,\qquad
\theta''+\tfrac34\mathrm{Pr}\,F\theta'=0 .
$$

Now $\mathrm{Nu}=c_nx/\delta=c_n\mathrm{Gr}^{1/4}$ with $c_n=-\theta'(0)$. The two laws give equal heat fluxes when

$$
c_f\mathrm{Re}^{1/2}=c_n\mathrm{Gr}^{1/4}
\quad\Longrightarrow\quad
\mathrm{Ri}=\left(\frac{c_f}{c_n}\right)^4 .
$$

For $\mathrm{Pr}=0.7$, numerical solution gives $c_f=0.293$ and $c_n=0.353$, so the crossing is at $\mathrm{Ri}=0.47$.

The full equations for an aiding stream show the transition. At $\mathrm{Ri}=0.03$ the heat flux is about 2% above its forced value. At $\mathrm{Ri}=1$ it is 40% above, and the wall shear is already 3.6 times its forced value. At $\mathrm{Ri}=100$ the heat flux is within about 1% of the free-convection law.

For an opposing stream, the useful event is the vanishing of the wall shear, where reversal begins. The scaling requires this at

$$
x_s=K\frac{U^2}{a},
$$

and the numerical solution gives $K=0.18$. As a test on a fixed physical grid, doubling $\nu$ moved $x_s$ by less than 0.01%, while raising $U$ by a factor 1.2 multiplied $x_s$ by 1.440, as $U^2$ requires. Reversal therefore starts well below $\mathrm{Ri}=1$. "Order one" locates the transition; it is not a safety limit.

## When inertia is absent

In a long channel of width $d$, the developed flow no longer changes downstream, so $uu_x=0$. Buoyancy must then be compared with the viscous term $\nu U/d^2$. The ratio is $ad^2/(\nu U)=\mathrm{Gr}_d/\mathrm{Re}_d$, with both numbers built on $d$.

For weak heating, downward flow and $\sigma=y/d$ measured from the hot wall, conduction to a cold wall gives $\theta=1-\sigma$. Absorb the mean buoyancy into the pressure gradient. The forced part of the velocity is $6U\sigma(1-\sigma)$, whose mean is $U$. The buoyant part $w$ obeys

$$
\frac{d^2w}{d\sigma^2}=B\left(\tfrac12-\sigma\right),\qquad
B=\frac{ad^2}{\nu}=\frac{\mathrm{Gr}_d}{\mathrm{Re}_d}U .
$$

Two integrations with $w(0)=0$ give $w=B(\sigma^2/4-\sigma^3/6+c\sigma)$. The condition $w(1)=0$ requires $c=-1/12$, so

$$
w=-\frac{B}{12}\,\sigma(1-\sigma)(1-2\sigma).
$$

This is antisymmetric about mid-channel and carries no net flow. At the hot wall the total slope $du/d\sigma$ is $6U-B/12$. It vanishes when

$$
\frac{\mathrm{Gr}_d}{\mathrm{Re}_d}=72,
\qquad\text{or}\qquad
\mathrm{Ri}_d=\frac{72}{\mathrm{Re}_d}.
$$

No fixed value of $\mathrm{Gr}_d/\mathrm{Re}_d^2$ marks reversal here. The rule assumes that the steady parallel flow is stable. For $\mathrm{Pr}=0.7$ it is linearly stable up to reversal at $\mathrm{Re}_d\approx140$, but at $\mathrm{Re}_d=400$ small disturbances already grow near $\mathrm{Gr}_d/\mathrm{Re}_d\approx68$, before the shear vanishes.

## A hydrogen reactor

Take rough values typical of silicon epitaxy in a barrel reactor: $T_0=300$ K, $T_w=1350$ K, $L=20$ cm, $d=5$ cm and $U=0.30$ m/s at 760 Torr. The relative heating is $1050/300=3.5$, so $a=34.3$ m/s². With $\nu=1.10\times10^{-4}$ m²/s,

$$
\mathrm{Re}=\frac{0.30\times0.20}{1.10\times10^{-4}}\approx546,
\qquad
\mathrm{Ri}=\frac{34.3\times0.20}{0.30^2}\approx76 .
$$

The free parcel would stop after 1.3 mm. By the plate criterion, buoyancy dominates.

Hold the mass flow and both temperatures fixed and lower the pressure $p$. Then $U\propto1/p$ and $\nu\propto1/p$, so $\mathrm{Re}$ stays constant while $\mathrm{Ri}\propto p^2$. Thus $\mathrm{Ri}=1$ at $760/\sqrt{76.3}=87$ Torr. In opposing flow, reversal reaches the end of the plate at $87\sqrt{0.18}\approx37$ Torr. At 20 Torr, $\mathrm{Ri}=0.053$, below the reversal value.

Letting viscosity and conductivity vary as $T^{0.7}$ raises $K$ to about 0.20 and this pressure to 39 Torr, a small change. The channel behaves very differently. Its weak-heating rule predicts reversal above about 126 Torr, but with the real heating and variable properties the critical $\mathrm{Gr}_d/\mathrm{Re}_d$, still built on cold-gas properties, rises from 72 to about 3200. The reversal pressure becomes 840 Torr.

That calculation solves $(\mu u_y)_y=p_x-\rho g$ at fixed mass flow, with $T^{1.7}$ linear in $y$ because the conductivity varies as $T^{0.7}$. Four effects raise the threshold. With $T_w/T_0=4.5$, the buoyant force per unit volume at the hot wall is $\rho_0g(1-T_0/T_w)$, smaller than $\rho_0a$ by 4.5; because $\rho\propto1/T$ changes mostly near the cold wall, this effect alone raises the threshold about eightfold. The gas there is more viscous by $4.5^{0.7}\approx2.9$, and expansion at fixed mass flow speeds the gas up. Finally, because the conductivity grows with temperature, the middle of the gap is hotter than a linear profile would make it; with a linear profile the threshold would be only about 1900. These factors vary across the gap, so multiplying their wall values does not predict the threshold; the value 3200 rests on the numerical solution.

Neither limit describes this reactor well. With $C=1$, the forced layer at $x=L$, measured to 99% of the stream speed, would be about 10 cm wide in physical distance, twice the gap. Since its width grows as $\sqrt{x}$, it reaches the opposite wall after about 5 cm. With variable properties the two lengths are about 8.5 cm and 7 cm. Yet the flow is not developed either, because the temperature profile has not settled. In a uniform stream between the walls, $u\theta_x=(\nu/\mathrm{Pr})\theta_{yy}$, and the slowest departure from the linear profile, $\sin\pi\sigma$, decays as $\exp[-\pi^2x/(\mathrm{Pr}\,d\,\mathrm{Re}_d)]$. With $L/(d\,\mathrm{Re}_d)=0.029$, about 66% of it remains at $x=L$ for cold-gas properties. About 30% remains even if the gas everywhere had the conductivity it has at the hot wall, at the same mass flow. With a parabolic velocity profile the decay is slower, and the two figures become about 73% and 40%. The estimates of 39 and 840 Torr show how strongly confinement can matter; they are not proven bounds on the true reversal pressure.

Real barrel reactors also depart from the model through inlet jets, a slightly tilted susceptor and incomplete cooling of the outer wall. A jet that doubles the speed along the wall reduces $\mathrm{Ri}$ fourfold. Depletion of a heavy precursor acts the other way: for an assumed 0.5% trichlorosilane, complete removal at the wall raises the buoyant acceleration there by at most 43%. The actual rise is smaller, because the hydrogen chloride released by deposition is also heavy and replaces part of the lost weight. If the full 43% applied across the layer, the plate threshold pressure would fall by about 16%. The pressures above are for pure hydrogen. The same precursor makes the inlet gas a third denser and lowers $\nu$ by a fifth to a quarter. This leaves the plate criterion unchanged, but the channel threshold scales as $\sqrt{\nu}$ at fixed inlet speed and drops from 840 Torr to roughly 730–750 Torr, below the operating pressure of 760 Torr. Rarefaction is minor, since the hot mean free path near 37 Torr is about 16 µm, or $3\times10^{-4}$ of the gap. For this geometry, $\mathrm{Ri}$ of order one is a reason to solve the confined flow with variable properties, and the numerical output gives the values from which such a calculation can start.

## Numbers as computed

```
Inlet and wall temperature: 300, 1350 K
Heated length and gap: 20, 5 cm
Inlet speed at 760 Torr: 0.30 m/s
Cold viscosity: 9.00e-06 Pa s
Molar mass of hydrogen: 2.016 g/mol
Prandtl number: 0.70
Viscosity temperature exponent: 0.70
Relative heating (Tw-T0)/T0: 3.500
Buoyant acceleration a: 34.32 m/s2
p=760.0 Torr: U=0.300 m/s, nu=1.099e-04 m2/s
  Re=546.0, Gr=2.274e+07, Ri=76.2739 (no unit)
p=100.0 Torr: U=2.280 m/s, nu=8.352e-04 m2/s
  Re=546.0, Gr=3.936e+05, Ri=1.3205 (no unit)
p=87.0 Torr: U=2.620 m/s, nu=9.598e-04 m2/s
  Re=546.0, Gr=2.981e+05, Ri=1.0000 (no unit)
p=20.0 Torr: U=11.400 m/s, nu=4.176e-03 m2/s
  Re=546.0, Gr=1.574e+04, Ri=0.0528 (no unit)
Parcel stopping distance at 760 Torr: 1.311 mm
Forced shear coefficient: 0.3321
Forced heat coefficient c_f: 0.2927
Free heat coefficient c_n: 0.3532
Ri where free and forced heat fluxes match: 0.471
Aiding heat flux/forced at Ri=0.03: 1.024
Aiding heat flux/forced at Ri=1: 1.396
Aiding wall shear/forced at Ri=1: 3.623
Aiding heat flux/free at Ri=100: 1.013
Opposing separation Ri, K: 0.1796
Separation shift on doubling nu: 0.006 %
Separation distance ratio for 1.2 U: 1.4398
Separation shift on coarse grid: -0.745 %
Separation Ri with variable properties: 0.1974
Plate reversal at x=L, constant C: 36.9 Torr
Plate reversal at x=L, variable C: 38.7 Torr
Channel critical Gr/Re, weak heating: 72.14
Channel critical Gr/Re, real heating: 3180.22
Channel Gr/Re at 760 Torr: 2602.7
Channel reversal, weak-heating rule: 126.5 Torr
Channel reversal, variable properties: 840.1 Torr
Forced layer at L, density weighted: 4.20 cm
Forced layer at L, physical width: 10.01 cm
Gap Reynolds number: 136.5
Development length ratio L/(d Re_d): 0.0293
Hot mean free path at plate reversal: 15.51 um
Knudsen number there: 3.10e-04
Assumed trichlorosilane fraction: 0.50 %
Trichlorosilane molar mass: 135.45 g/mol
Full-depletion buoyancy factor, upper bound: 1.425
```
